# Four dangling orbitals and six electrons in the negative NV centre

## Problem

A nitrogen–vacancy (NV) centre in diamond is a missing carbon atom with a nitrogen atom on one of the four neighbouring sites. Three carbon atoms and the nitrogen atom each point one broken-bond (dangling) orbital into the vacancy. Call these orbitals $c_1,c_2,c_3$ and $n$, and take them as orthonormal. The threefold axis through the nitrogen atom and the vacancy, with three mirror planes containing it, gives the symmetry group $C_{3v}$.

Put the zero of energy at the carbon orbital. The nitrogen orbital lies at $-\Delta$, the carbon–carbon matrix element is $-t$, and the carbon–nitrogen element is $-u$:

$$h=\begin{pmatrix}0&-t&-t&-u\\-t&0&-t&-u\\-t&-t&0&-u\\-u&-u&-u&-\Delta\end{pmatrix}.$$

These are mean-field energies, averaged over spin, for the six-electron centre. Two electrons on the same orbital repel by $U$, and two on different orbitals by $V$, the same for every pair. Before relaxation the four sites form a regular tetrahedron, so all pair distances are equal. Let $W=U-V>0$.

Use the round values $t=0.9$, $u=0.7$, $\Delta=2.0$ and $W=2.0$ eV.

1. Find the four levels, and the condition under which both singlets lie below the doublet.
2. Place the electrons of the negative centre.
3. Find the spin of the ground state when the repulsion is treated in full within the four orbitals, and the energies of the lowest excited states.

## First estimate by scaling

In the fully symmetric carbon combination each orbital has two neighbours in phase, so its energy is about $-2t$. The trace of the carbon block is zero, so the other two combinations lie at about $+t$. The distance between them is $3t=2.7$ eV.

The symmetric carbon level at $-1.8$ eV nearly coincides with the nitrogen level at $-2.0$ eV. Nitrogen couples to three carbons in phase, with strength $\sqrt3\,u\approx1.21$ eV, and two nearly coincident levels are pushed apart by about this amount each way. The gap between the upper singlet and the doublet is therefore

$$3t-\sqrt3\,u\approx 2.70-1.21\approx1.5\ \text{eV}.$$

It closes when $u\approx\sqrt3\,t\approx1.56$ eV.

For the spin, suppose two electrons move over three equivalent carbon sites. If they are free to meet, they share a site about one time in three, at a cost of $W/3\approx0.67$ eV. A triplet keeps them apart. The estimate is thus a triplet ground state with the first singlet about 0.7 eV higher, and a triplet excitation near the orbital gap of 1.5 eV.

## Exact solution of the model

### The levels

Take any carbon vector $v$ with $v_1+v_2+v_3=0$ and no nitrogen part. Its carbon components obey

$$(hv)_i=-t\sum_{j\ne i}v_j=-t(0-v_i)=t\,v_i ,$$

and the nitrogen component is $-u\sum_jv_j=0$. Every such vector is an eigenvector at energy $t$. There are two independent ones, which form the doublet $e$:

$$e_x=\frac{2c_1-c_2-c_3}{\sqrt6},\qquad e_y=\frac{c_2-c_3}{\sqrt2}.$$

The remaining space is spanned by $a_c=(c_1+c_2+c_3)/\sqrt3$ and $n$, both unchanged by all symmetry operations (type $a_1$). The diagonal element of $a_c$ contains six ordered pairs, each with weight $1/3$, so it is $-2t$. The coupling is $3\times(-u)/\sqrt3=-\sqrt3\,u$. The block is

$$A=\begin{pmatrix}-2t&-\sqrt3\,u\\-\sqrt3\,u&-\Delta\end{pmatrix}.$$

Write its mean diagonal as $\mu=-(2t+\Delta)/2$ and its half difference as $d=(\Delta-2t)/2$. The traceless part of $A$ squares to $(d^2+3u^2)$ times the unit matrix, so

$$\varepsilon_\pm=\mu\pm R,\qquad R=\sqrt{d^2+3u^2}.$$

Here $\mu=-1.9$ eV, $d=0.1$ eV and $R=\sqrt{0.01+1.47}=1.217$ eV. The levels are

$$\varepsilon_-=-3.117,\qquad \varepsilon_+=-0.683,\qquad \varepsilon_e=0.900\ \text{eV}.$$

The gap from the upper singlet to the doublet is 1.583 eV.

The orbital weights follow from the derivative of a level with respect to $d$ at fixed $\mu$. That derivative is the carbon weight minus the nitrogen weight. For the lower level it is $-d/R$, so the nitrogen weight is $\tfrac12(1+d/R)=0.54$. In the upper singlet it is 0.46. Neither singlet is a pure nitrogen lone pair for these parameters.

### The condition on the order

Both singlets lie below $t$ if and only if both eigenvalues of

$$t\,\mathbf 1-A=\begin{pmatrix}3t&\sqrt3\,u\\\sqrt3\,u&t+\Delta\end{pmatrix}$$

are positive. For a symmetric $2\times2$ matrix this requires a positive first diagonal element and a positive determinant. These two together also suffice: the determinant makes the eigenvalues equal in sign, and the diagonal element excludes two negative ones. Since the determinant is $3t(t+\Delta)-3u^2$, the condition is

$$t>0\quad\text{and}\quad t(t+\Delta)>u^2 .$$

Symmetry alone does not ensure this order. In the example $0.9\times2.9=2.61$ eV² exceeds $u^2=0.49$ eV², and with $t$ and $\Delta$ fixed the order is lost at $u=1.616$ eV. If $\Delta=0$ and $u=t$, all four sites are equivalent; the upper singlet then joins the doublet in a threefold level. Making the fourth orbital deeper, at $u=t$, separates them.

### Six electrons

Each carbon atom has four valence electrons and uses three in its remaining bonds, which leaves one. Nitrogen has five and uses three, which leaves two. The negative charge adds one, so the total is $3+2+1=6$. Filling from below gives

$$a_1^2\,a_1^2\,e^2 .$$

The doublet can hold four electrons and contains two. It is convenient to count the two missing electrons, the holes. In the spin average there is one hole in $e_x$ and one in $e_y$. Their density on any carbon site is $e_{x,i}^2+e_{y,i}^2=2/3$, and on nitrogen it is zero. Hence

$$n_C=2-\tfrac23=\tfrac43,\qquad n_N=2 .$$

These occupations do not depend on how the two singlets mix. The mean field built from them is therefore self-consistent for every parameter set that satisfies the order condition.

The filling does not yet decide the spin. Two electrons in four spin orbitals have six arrangements, all degenerate at the level of orbital energies.

### The repulsion

Let $n_i=n_{i\uparrow}+n_{i\downarrow}$ and let $N$ be the electron number. Because $n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}$,

$$\sum_{i<j}n_in_j=\frac{N(N-1)}2-\sum_in_{i\uparrow}n_{i\downarrow}.$$

The total repulsion is then $W\sum_in_{i\uparrow}n_{i\downarrow}$ plus the constant $VN(N-1)/2=15V$, which is dropped. The remaining Hamiltonian is

$$H=\sum_{ij\sigma}h^0_{ij}c^\dagger_{i\sigma}c_{j\sigma}+W\sum_in_{i\uparrow}n_{i\downarrow}.$$

The given levels are taken to be the mean-field levels of this reduced Hamiltonian, in which $V$ no longer appears. They therefore already contain the mean repulsion $Wn_i/2$ from electrons of opposite spin. To avoid counting it twice, the bare matrix $h^0$ has site energies $-2W/3$ on carbon and $-\Delta-W$ on nitrogen. Its off-diagonal elements are those of $h$.

Now pass to holes, with $d^\dagger_{i\sigma}=c_{i\sigma}$ and $m_{i\sigma}=1-n_{i\sigma}$. The two substitutions are

$$c^\dagger_{i\sigma}c_{j\sigma}=\delta_{ij}-d^\dagger_{j\sigma}d_{i\sigma},\qquad n_{i\uparrow}n_{i\downarrow}=1-m_{i\uparrow}-m_{i\downarrow}+m_{i\uparrow}m_{i\downarrow}.$$

They give

$$H=2\,\mathrm{Tr}\,h^0+4W-\sum_{ij\sigma}h'_{ij}d^\dagger_{j\sigma}d_{i\sigma}+W\sum_im_{i\uparrow}m_{i\downarrow},\qquad h'=h^0+W\mathbf 1 .$$

The site energies in $h'$ are $W/3$ on carbon and $-\Delta$ on nitrogen. Thus $h'$ is the original matrix with the carbon orbitals raised by $W/3$. Its doublet lies at $t+W/3$, and its order condition is $t(t+\Delta+W/3)>u^2$. For $t>0$ and $W>0$ this follows from the original condition, so the doublet is also the top level of $h'$.

### Why the ground state is a triplet

Holes enter with minus the level energy, so the lowest one-body energy of two holes is $-2(t+W/3)$, reached only when both are in $e$. The repulsion between holes is never negative. A state that reaches the lowest one-body energy with zero repulsion must therefore be a ground state.

The triplet does this. Its orbital function is antisymmetric,

$$\psi_T(i,j)=\frac{e_{x,i}e_{y,j}-e_{y,i}e_{x,j}}{\sqrt2},\qquad \psi_T(i,i)=0,$$

so the two holes never share a site. It is an eigenstate, because $h'$ does not lead out of the doublet and the repulsion acting on it gives zero.

To see that no other state does as well, compute the repulsion $W\sum_i|\psi(i,i)|^2$ of the three singlets in $e^2$. The site values needed are

$$e_x^2=(\tfrac23,\tfrac16,\tfrac16),\quad e_y^2=(0,\tfrac12,\tfrac12),\quad e_xe_y=(0,-\tfrac1{\sqrt{12}},\tfrac1{\sqrt{12}}).$$

- For $(e_xe_y+e_ye_x)/\sqrt2$ the repulsion is $2W\left(\tfrac1{12}+\tfrac1{12}\right)=W/3$.
- For $(e_xe_x-e_ye_y)/\sqrt2$ it is $\tfrac W2\left(\tfrac49+\tfrac19+\tfrac19\right)=W/3$.
- For $(e_xe_x+e_ye_y)/\sqrt2$ it is $\tfrac W2\left(3\times\tfrac49\right)=2W/3$.

The cross terms between these three functions vanish when summed over sites. The first two form the term $^1E$ and the third is $^1A_1$. Every singlet in $e^2$ pays at least $W/3$, and every state with weight outside $e^2$ has a higher one-body energy. The triplet is thus the unique ground term for any $W>0$ that accompanies the stated order.

With $\mathrm{Tr}\,h^0=-3W-\Delta$, its energy is

$$E_T=2(-3W-\Delta)+4W-2t-\tfrac{2W}3=-2\Delta-2t-\tfrac{8W}3 .$$

The example gives $-4.000-1.800-5.333=-11.133$ eV, without the constant $15V$. This number depends on the chosen zero; only differences between states have physical meaning here.

The function $\psi_T$ changes sign under the mirror $c_2\leftrightarrow c_3$ and is unchanged by the threefold rotation, so the term is $^3A_2$. One $a_1$ hole and one $e$ hole give triplets of type $E$, and two $a_1$ holes give type $A_1$. Among the 28 six-electron states there is thus one $^3A_2$ term. No spin-independent interaction of $C_{3v}$ symmetry within these orbitals can mix it with another configuration.

### The excited states

Every triplet has an antisymmetric orbital function, so none has two holes on one site. The lowest triplet excitation moves a hole from $e$ to the upper singlet of $h'$. For $h'$ the singlet block has mean diagonal $-1.567$ eV and half difference $0.433$ eV, so

$$\varepsilon'_+=-1.567+\sqrt{0.188+1.470}=-0.279\ \text{eV}.$$

The excitation energy of $^3E$ is $0.900+0.667+0.279=1.846$ eV. This is the energy of a vertical transition, with the atoms held fixed.

The singlets have no such protection. Within $e^2$ they lie at 0.667 eV ($^1E$) and 1.333 eV ($^1A_1$) above the triplet. Diagonalization over all 28 states lowers them to 0.387 and 1.128 eV. The $^1E$ term keeps 91% of its weight in $e^2$; the rest comes from configurations with a hole in an $a_1$ orbital. The order of the terms survives, but the first gap falls by 42% relative to its $e^2$ value.

## Comparison of estimate and solution

| Quantity (eV) | Estimate | Solution |
|---|---:|---:|
| Upper $a_1$ to $e$ gap | 1.5 | 1.58 |
| Critical $u$ | 1.56 | 1.62 |
| $^3A_2$ to $^1E$ | 0.67 | 0.39 |
| $^3A_2$ to $^3E$ | 1.5 | 1.85 |

The first two estimates are good because $\Delta=2.0$ eV is close to $2t=1.8$ eV. At $\Delta=2t$ the half difference $d$ vanishes, and the formulas reduce to $3t-\sqrt3\,u$ for the gap and $\sqrt3\,t$ for the critical coupling. For a much deeper nitrogen orbital the estimate would fail.

The singlet estimate equals the solution restricted to $e^2$ and misses configuration mixing. The triplet excitation exceeds the orbital gap because the relevant levels are those of $h'$, with carbon raised relative to nitrogen.

## Where the triplet is lost

A distortion can split the doublet. Let the electron levels $e_x$ and $e_y$ move by $+\delta/2$ and $-\delta/2$. Within $e^2$ the triplet has one hole in each, and its energy is unchanged. The singlets with both holes in $e_x$ or both in $e_y$ have repulsion $W/2$, one-body shifts $-\delta$ and $+\delta$, and mutual coupling $W\sum_ie_{x,i}^2e_{y,i}^2=W/6$. Relative to the triplet, the lower combination lies at

$$\frac W2-\sqrt{\delta^2+\frac{W^2}{36}} .$$

It reaches zero when $\delta^2=W^2\left(\tfrac14-\tfrac1{36}\right)=2W^2/9$, that is, at $\delta=\sqrt2\,W/3=0.94$ eV. With all 28 states and the other parameters fixed, the crossing comes earlier: at 0.68 eV if $e_x$ is raised and 0.72 eV if $e_y$ is raised.

The triplet can also be lost through the level order. With the site energies of $h^0$ kept fixed and $u$ increased to 2.5 eV, a singlet state lies 0.74 eV below the lowest triplet. The order condition is sufficient for the triplet but not necessary, since the weaker condition on $h'$ is enough for the same $h^0$. Here that condition keeps $^3A_2$ lowest up to $u=1.79$ eV. Beyond it the ground term is first the triplet $^3E$ (0.09 eV below the lowest singlet at $u=1.9$ eV), and a singlet becomes the ground state only near $u=2.01$ eV.

## The model and the real centre

The parameters are round values chosen for illustration, not fitted to the NV centre. The measured optical transition is roughly 2 eV, so the model's 1.85 eV has the right size; with chosen parameters this is no prediction. The value also depends on how the given levels are read. In a Hartree–Fock mean field, exchange from $V$ raises the half-filled doublet by $V/2$ relative to the filled singlets. If the given levels included this shift, it would have to be removed from $h^0$, and the $^3E$ energy would be smaller by $V/2$. The singlets agree less well with experiment: the model puts $^1A_1$ 0.74 eV above $^1E$, while the measured singlet transition is at about 1.19 eV.

The neglected terms can be sized with $sp^3$ hybrids in a minimal basis (STO-3G) on the unrelaxed sites, 2.52 angstrom apart for a rough lattice constant of 3.57 angstrom. The raw overlaps are 0.12 between carbons and 0.09 between carbon and nitrogen. Symmetric orthogonalization removes them and keeps the $C_{3v}$ form of $h$. The unscreened $W$ is 13.0 eV, 6.5 times the chosen value. These numbers depend on the basis: with the more extended atomic orbitals of the minimal set MINAO the overlaps double, to 0.24 and 0.18, and $W$ falls to 11.0 eV, 5.5 times the chosen value. For $W=2$ eV to apply, screening by the crystal and spreading of the orbitals beyond the four atoms must together supply a reduction of this size, which is assumed here and not calculated.

Half the $^3A_2$–$^1E$ splitting within $e^2$ is the exchange integral $K$, equal to $W/6$ in the site model. With all unscreened integrals kept, $K$ is 2.26 eV against 2.16 eV from $W/6$, so the site formula is 4% low relative to the full integral; in MINAO it is 8% low. With the one-body matrix $h'$ held fixed, unequal carbon and nitrogen repulsions between the holes, scaled down by the same 6.5, change the first singlet gap by less than 0.001 eV. The remaining two-electron integrals matter more. When all are kept and scaled to the same $W$, with $h'$ still fixed, the gap rises by 0.02 eV in STO-3G and 0.045 eV in MINAO. If instead the given levels are held fixed as mean-field levels of the full interaction, the gap falls by 0.04 eV in both basis sets. In this reading the $^3E$ energy changes far more: it drops by 0.55 eV in STO-3G and 0.63 eV in MINAO, to about 1.3 and 1.2 eV, so the agreement in size with the optical transition holds only for the first reading of the levels.

At 300 K the thermal energy is 0.026 eV, and the model's population ratio of $^1E$ to $^3A_2$ is about $2\times10^{-7}$. The magnetic dipole interaction between point spins on the carbon sites splits the triplet by $1.0\times10^{-5}$ eV, with the state of zero spin projection on the axis lowest. The value goes as the inverse cube of the spin–spin distance: with the point spins at the centroids of the hybrids, 1.91 angstrom apart, it becomes $2.3\times10^{-5}$ eV, so only the order of magnitude is fixed. This is far below the electronic gaps, though it is the splitting that spin-resonance experiments address.

The model leaves out mixing with the diamond bands, lattice relaxation and spin–orbit coupling, and the size of these effects is not estimated here. In devices the charge state is a further condition. A centre near a surface may lose its extra electron; five electrons then leave one in the doublet, and the level filling gives spin one half instead of a triplet. Most of the model and STO-3G values used above are listed in the numerical output that follows; the MINAO values and the shifts obtained with all integrals kept are not.

## Numbers as computed

```
input C-C coupling t: 0.9000 eV
input C-N coupling u: 0.7000 eV
input carbon minus nitrogen energy: 2.0000 eV
input on-site excess repulsion W: 2.0000 eV
input lattice constant (rough): 3.57 angstrom
lower a1 level: -3.1166 eV
upper a1 level: -0.6834 eV
e doublet level: 0.9000 eV
gap upper a1 to e: 1.5834 eV
nitrogen weight in lower a1: 0.5411
nitrogen weight in upper a1: 0.4589
critical u for level order: 1.6155 eV
electrons on each carbon: 1.3333
electrons on nitrogen: 2.0000
exchange integral K = W/6: 0.3333 eV
1E above 3A2, e2 only: 0.6667 eV
1A1 above 3A2, e2 only: 1.3333 eV
3A2 total model energy, all 28 states: -11.1333 eV
1E above 3A2, all 28 states: 0.3874 eV
1A1 above 3A2, all 28 states: 1.1277 eV
3E above 3A2, all 28 states: 1.8458 eV
e2 weight in 3A2: 1.0000
e2 weight in 1E: 0.9087
control u: 2.5000 eV
control: triplet minus singlet energy: 0.7356 eV
e splitting ending triplet, e2 only: 0.9428 eV
same, all states, e_x raised: 0.6785 eV
same, all states, e_y raised: 0.7232 eV
distance between vacancy neighbours: 2.5244 angstrom
C-C hybrid overlap, STO-3G: 0.1214
C-N hybrid overlap, STO-3G: 0.0886
unscreened on-site repulsion, C: 20.531 eV
unscreened on-site repulsion, N: 23.191 eV
unscreened C-C repulsion: 7.572 eV
unscreened C-N repulsion: 7.460 eV
unscreened W for carbon: 12.958 eV
unscreened W over chosen W: 6.48
unscreened K, all integrals: 2.2585 eV
unscreened K from W/6: 2.1597 eV
1E above 3A2 with unequal C, N repulsion: 0.3872 eV
thermal energy at 300 K: 0.0259 eV
1E to 3A2 population ratio at 300 K: 2.07e-07
dipole splitting of triplet, point spins: 1.00e-05 eV
```
